\section*{Kinetic Inductance of a Dirty Superconducting Nanowire from Its Normal Resistance}

\section*{The problem}

When a single-photon detector made of a superconducting nanowire has fired, the current returns to the wire at a rate set by the wire's inductance and the load resistance. In a thin, narrow wire of a strongly disordered superconductor, most of that inductance comes from the inertia of the superconducting current, not from its magnetic field. The task is to calculate it from the normal resistance $R_n$, taken far enough above the transition that superconducting fluctuations no longer lower it, and the gap $\Delta$.

The wire has length $\ell$, cross-section $S$ and volume $V$. It is a non-magnetic, weak-coupling $s$-wave superconductor with a parabolic band, treated in mean-field theory with a uniform gap. Elastic scattering is isotropic, with time $\tau$ and rate $\Gamma=1/\tau$, and localization is neglected. Until part (f) the temperature is zero, and until part (g) the current is vanishingly small. The algebra uses atomic units, $\hbar=e=m_e=1$, and temperature is measured as an energy. The order parameter is kept real, so a uniform vector potential $A$ along the wire describes both the electric field $F=-dA/dt$ and the supercurrent density $j=-KA$.

\section*{(a) From response to inductance}

\textbf{Question.} Express the kinetic inductance $L_k$ through $R_n$, the normal conductivity $\sigma_n$ and $K$.

\textbf{Solution.} Differentiating $j=-KA$ gives $dj/dt=KF$: a field accelerates the current. With voltage $F\ell$ and current $I=jS$,
\begin{equation}
F\ell=\frac{\ell}{KS}\frac{dI}{dt},\qquad L_k=\frac{\ell}{KS}=\frac{R_n\sigma_n}{K},
\end{equation}
because $R_n=\ell/(\sigma_nS)$. The geometry enters through $R_n$ alone, provided that the current density is uniform.

\section*{(b) The superconducting response}

\textbf{Question.} Let $\varepsilon_n$ be the exact one-electron energies of the disordered metal, measured from the Fermi level. Find $K$ in terms of the current matrix elements $J_{mn}$ between these states.

\textbf{Solution.} Each state $n$ is paired with its time reverse $\bar n$. With $E_n=\sqrt{\varepsilon_n^2+\Delta^2}$, the pairing amplitudes obey
\[
u_n^2=\tfrac12(1+\varepsilon_n/E_n),\quad v_n^2=\tfrac12(1-\varepsilon_n/E_n),\quad u_nv_n=\Delta/(2E_n),
\]
and the electron operators are
\[
c_{n\uparrow}=u_n\gamma_{n0}+v_n\gamma^\dagger_{n1},\qquad
c_{\bar n\downarrow}=u_n\gamma_{n1}-v_n\gamma^\dagger_{n0}.
\]
The current changes sign under time reversal, so $J_{\bar n\bar m}=-J_{mn}$ and
\[
J=\sum_{mn}J_{mn}\left(c^\dagger_{m\uparrow}c_{n\uparrow}-c^\dagger_{\bar n\downarrow}c_{\bar m\downarrow}\right).
\]
Acting on the ground state, the first product creates $u_mv_n\gamma^\dagger_{m0}\gamma^\dagger_{n1}$. The second creates $-u_nv_m\gamma^\dagger_{n1}\gamma^\dagger_{m0}=+u_nv_m\gamma^\dagger_{m0}\gamma^\dagger_{n1}$. The amplitude for a quasiparticle pair is therefore $J_{mn}(u_mv_n-v_mu_n)$. Writing $\varepsilon,\varepsilon'$ for the two energies,
\begin{equation}
p\equiv(uv'-vu')^2=u^2v'^2+v^2u'^2-2uvu'v'
=\frac12\left[1-\frac{\varepsilon\varepsilon'+\Delta^2}{EE'}\right].
\end{equation}

The perturbation is $-AJ+\frac12DVA^2$, where $D$ is the diamagnetic coefficient. The energy to second order is $\frac12KVA^2$. A gap held uniform and real adds nothing at this order: time reversal makes the energy even in $A$, so $\Delta$ has no change linear in $A$, and the energy is stationary in $\Delta$. In a disordered sample the local phase of the gap can respond linearly to $A$. That lowers the energy, and hence $K$, increasingly so at strong disorder; it is left out of the model and of the lattice test below. Hence
\begin{equation}
K=D-\frac2V\sum_{mn}\frac{|J_{mn}|^2\,p_{mn}}{E_m+E_n}.
\end{equation}
As a test, a $6\times6$ lattice with hopping 1, random site energies between $-1.5$ and $1.5$ and fixed $\Delta=0.5$ was diagonalized. Its ground-state energy has the second derivative 17.7390 with respect to $A$, by finite differences; the formula, without the factor $1/V$, gives 17.7391.

\section*{(c) Matrix elements from the normal conductivity}

\textbf{Question.} Eliminate $J_{mn}$ and $D$ in favour of $\sigma_n$ and $\Gamma$.

\textbf{Solution.} Define the averaged strength per spin
\[
w(\varepsilon-\varepsilon')=\frac1V\Big\langle\sum_{mn}|J_{mn}|^2\delta(\varepsilon-\varepsilon_m)\delta(\varepsilon'-\varepsilon_n)\Big\rangle,
\]
assumed to depend on the energy difference alone near the Fermi level. In the normal metal a field of amplitude $F_0$ and frequency $\omega$ has $A_0=F_0/\omega$. The golden-rule rate for one transition is $2\pi|J_{mn}|^2(A_0/2)^2\delta(\varepsilon_m-\varepsilon_n-\omega)$. Occupied initial states that can reach empty ones fill an energy range $\omega$, there are two spins, and each transition absorbs $\omega$:
\[
\tfrac12\sigma_1F_0^2=\omega\cdot2\cdot\tfrac{\pi}{2}A_0^2\cdot\omega\,w(\omega)=\pi F_0^2w(\omega).
\]
So $w=\sigma_1/(2\pi)$. With the Drude law $\sigma_1=\sigma_n\Gamma^2/(\omega^2+\Gamma^2)$,
\begin{equation}
w(\omega)=\frac{\sigma_n}{2\pi}\lambda(\omega),\qquad \lambda(\omega)=\frac{\Gamma^2}{\omega^2+\Gamma^2}.
\end{equation}

A normal metal carries no static supercurrent, so $K=0$ there. Let $\mathcal S=p/(E+E')$, and let $\mathcal N$ be its value at $\Delta=0$, which is $1/(|\varepsilon|+|\varepsilon'|)$ for energies of opposite sign and zero otherwise. Then $D=2\iint w\mathcal N$. The two opposite-sign regions give $D=4\int_0^\infty w\,d\omega=\sigma_n\Gamma$, the Drude value $n/m^*$ for density $n$ and band mass $m^*$, as it should be. In a parabolic band $D$ depends on the density alone and is the same in the superconductor. Subtracting,
\begin{equation}
K=\frac{\sigma_n}{\pi}\iint d\varepsilon\,d\varepsilon'\,\lambda(\varepsilon-\varepsilon')\,(\mathcal N-\mathcal S).
\end{equation}

\section*{(d) The energy integrals}

\textbf{Question.} Reduce this double integral to a single one, for any scattering rate.

\textbf{Solution.} Partial fractions and $\int d\nu/(2\pi)\,(\nu^2+E^2)^{-1}=1/(2E)$ give, with integrals over all $\nu$,
\[
\int\!\frac{d\nu}{2\pi}\frac{1}{(\nu^2+E^2)(\nu^2+E'^2)}
=\frac{1/E-1/E'}{2(E'^2-E^2)}=\frac{1}{2EE'(E+E')}.
\]
Writing $\nu^2=(\nu^2+E^2)-E^2$ in the numerator gives
\[
\int\!\frac{d\nu}{2\pi}\frac{\nu^2}{(\nu^2+E^2)(\nu^2+E'^2)}
=\frac1{2E'}-\frac{E}{2E'(E+E')}=\frac1{2(E+E')}.
\]
Therefore
\begin{equation}
\mathcal S=\int\frac{d\nu}{2\pi}\frac{\nu^2-\Delta^2-\varepsilon\varepsilon'}{(\nu^2+E^2)(\nu^2+E'^2)}.
\end{equation}

Put $s=\sqrt{\nu^2+\Delta^2}$, so that $\nu^2+E^2=\varepsilon^2+s^2$. Since $\lambda(x)=\frac\Gamma2\int dt\,e^{-\Gamma|t|+ixt}$, for any $f$ with transform $\hat f(t)=\int d\varepsilon f(\varepsilon)e^{i\varepsilon t}$,
\[
\iint\lambda(\varepsilon-\varepsilon')f(\varepsilon)f(\varepsilon')=\frac\Gamma2\int dt\,e^{-\Gamma|t|}\hat f(t)\hat f(-t).
\]
For $f=1/(\varepsilon^2+s^2)$, $\hat f=(\pi/s)e^{-s|t|}$ and the result is $\pi^2\Gamma/[s^2(2s+\Gamma)]$. For $f=\varepsilon/(\varepsilon^2+s^2)$, $\hat f=i\pi\,\mathrm{sgn}(t)e^{-s|t|}$ and the result is $\pi^2\Gamma/(2s+\Gamma)$. At fixed $\nu$ the superconducting term thus becomes
\[
\frac{\pi^2\Gamma}{2s+\Gamma}\left[\frac{\nu^2-\Delta^2}{s^2}-1\right]=-\frac{2\pi^2\Gamma\Delta^2}{s^2(2s+\Gamma)}.
\]
It vanishes for $\Delta=0$, $\nu\neq0$. This does not contradict the value $D=\sigma_n\Gamma$ found from the normal term in (c), where $\nu$ is in effect integrated first: each term taken alone depends on the order of integration. At large $\nu$ and $\varepsilon$, with $\varepsilon-\varepsilon'$ held fixed, the two integrands differ only by an amount of order $\Delta^2/(\nu^2+\varepsilon^2)^2$, and the factor $\lambda$ suppresses large $|\varepsilon-\varepsilon'|$. The integral of their difference therefore converges absolutely, and its order may be exchanged. With the energies integrated first, the normal term contributes nothing. With the factor $\sigma_n/\pi$ and the measure $d\nu/(2\pi)$,
\begin{equation}
K=\sigma_n\int_{-\infty}^{\infty}d\nu\,\frac{\Delta^2}{\nu^2+\Delta^2}\,\frac{\Gamma}{2s+\Gamma}.
\label{eq:K}
\end{equation}

\section*{(e) The dirty limit and its opposite}

\textbf{Question.} Find $L_k$ for $\Gamma\gg2\Delta$. How large is the correction for finite $\Gamma$, and what happens when scattering is weak?

\textbf{Solution.} As $\Gamma\to\infty$ the last factor in \eqref{eq:K} tends to 1, and the integrand stays below the integrable function $\Delta^2/(\nu^2+\Delta^2)$. The limit may be taken under the integral: $K=\pi\Delta\sigma_n$. With (a), and $\hbar$ restored so that ohm times time gives henry,
\begin{equation}
\boxed{L_k=\frac{\hbar R_n}{\pi\Delta}}
\end{equation}
The same relation holds per square of film, with the sheet resistance $R_\square$. Since $D=\sigma_n\Gamma$, the response is the small fraction $K/D=\pi\Delta\tau/\hbar$ of the clean value. Stronger scattering lowers this fraction, and a smaller gap lowers it too; both raise the inductance.

For finite $\Gamma$ set $\nu=\Delta\sinh x$, $s=\Delta\cosh x$ and $\chi=\Gamma/(2\Delta)$:
\[
K=2\sigma_n\Delta\int_0^\infty\!\frac{\chi\,dx}{\cosh x(\cosh x+\chi)}
=2\sigma_n\Delta\int_0^\infty\!dx\left[\frac1{\cosh x}-\frac1{\cosh x+\chi}\right].
\]
The first term gives $\pi/2$. In the second, $t=\tanh(x/2)$ leads, for $\chi>1$, to
\[
\int_0^1\frac{2\,dt}{(\chi+1)-(\chi-1)t^2}=\frac{2}{\sqrt{\chi^2-1}}\,\mathrm{artanh}\sqrt{\frac{\chi-1}{\chi+1}}=\frac{\mathrm{arccosh}\,\chi}{\sqrt{\chi^2-1}}.
\]
Hence
\begin{equation}
\frac{K}{\pi\Delta\sigma_n}=1-\frac2\pi\frac{\mathrm{arccosh}\,\chi}{\sqrt{\chi^2-1}}.
\end{equation}
Direct numerical integration of the double integral in (c) gives 0.60324 for $\Gamma=6\Delta$ and 0.98093 for $\Gamma=400\Delta$. The closed form gives the same digits. The correction falls only as $(2/\pi)\ln(2\chi)/\chi$.

In the clean limit, $\chi\to0$, the first integral becomes $K=2\sigma_n\Delta\chi\int_0^\infty dx/\cosh^2x=\sigma_n\Gamma=D$. All electrons then take part, and $L_k=R_n\tau$ no longer depends on the gap.

\section*{(f) Finite frequency and temperature}

\textbf{Question.} In the dirty limit, find the first frequency correction to $K$ and its value at temperature $T$.

\textbf{Solution.} Below the absorption edge, $\omega<2\Delta$, an oscillating $A$ replaces $1/(E+E')$ by $(E+E')/[(E+E')^2-\omega^2]$, whose first correction is $\omega^2/(E+E')^3$. The term odd in $\varepsilon$ integrates to zero. With $\varepsilon=\Delta\sinh x$, $\varepsilon'=\Delta\sinh y$,
\[
K(\omega)-K(0)=-\frac{\sigma_n\omega^2}{2\pi\Delta}\iint dx\,dy\,\frac{\cosh x\cosh y-1}{(\cosh x+\cosh y)^3}.
\]
Let $a=(x+y)/2$, $b=(x-y)/2$, $P=\cosh a$, $Q=\cosh b$. Then $dx\,dy=2\,da\,db$, $\cosh x+\cosh y=2PQ$ and $\cosh x\cosh y=P^2+Q^2-1$. With $\int da/P=\pi$ and $\int da/P^3=\pi/2$ the double integral is
\[
\frac14\iint da\,db\,\frac{P^2+Q^2-2}{P^3Q^3}=\frac14\left[2\cdot\pi\cdot\frac\pi2-2\left(\frac\pi2\right)^2\right]=\frac{\pi^2}{8}.
\]
Dividing by $K(0)=\pi\Delta\sigma_n$,
\begin{equation}
\frac{K(\omega)}{K(0)}=1-\frac1{16}\left(\frac{\hbar\omega}{\Delta}\right)^2+\dots
\end{equation}
An independent test uses the Mattis--Bardeen integral for the reactive conductivity $\sigma_2=K/\omega$,
\[
\frac{\sigma_2}{\sigma_n}=\frac1\omega\int_{\Delta-\omega}^{\Delta}\!\!dE\,\frac{E^2+\omega E+\Delta^2}{\sqrt{\Delta^2-E^2}\sqrt{(E+\omega)^2-\Delta^2}}.
\]
At $\omega=0.2\Delta$ it gives a ratio of 0.997495, against 0.997500 from the quadratic law.

At finite temperature the variable $\nu$ takes the discrete values $(2k+1)\pi T$ of thermal perturbation theory, and $\int d\nu$ becomes $2\pi T\sum_\nu$. Since $\sum_\nu(\nu^2+\Delta^2)^{-1}=\tanh(\Delta/2T)/(2T\Delta)$,
\begin{equation}
K=\pi\sigma_n\Delta(T)\tanh\frac{\Delta(T)}{2k_BT}.
\end{equation}
The Mattis--Bardeen integral with its thermal factor $\tanh[(E+\omega)/2T]$ gives 0.76160 for the hyperbolic tangent at $k_BT=0.5\Delta$ and very low frequency; the formula gives 0.76159. The gap follows from the BCS equation $\ln(\Delta_0/\Delta)=2\int_0^\infty d\xi\,f(E)/E$, where $\Delta_0$ is the gap at zero temperature, $E=\sqrt{\xi^2+\Delta^2}$ and $f$ is the Fermi function.

\section*{(g) Finite bias current}

\textbf{Question.} A steady current breaks pairs with an energy $\gamma\propto A^2$. Start from the dirty-limit Usadel equation $\nu\sin\theta+\gamma\sin\theta\cos\theta=\Delta\cos\theta$ and $K=2\sigma_n\int_0^\infty d\nu\sin^2\theta$. Find how the inductance changes at $T=0$.

\textbf{Solution.} At $\gamma=0$, $\sin^2\theta=\Delta^2/(\nu^2+\Delta^2)$ and (e) is recovered. In general $\nu=\Delta\cot\theta-\gamma\cos\theta$, so $d\nu=-(\Delta/\sin^2\theta-\gamma\sin\theta)d\theta$. For $\gamma<\Delta$, $\theta$ falls steadily from $\pi/2$ to 0, and
\begin{equation}
K=2\sigma_n\int_0^{\pi/2}(\Delta-\gamma\sin^3\theta)\,d\theta=2\sigma_n\left(\frac{\pi\Delta}2-\frac{2\gamma}3\right).
\end{equation}
The gap equation requires $\int_0^Nd\nu\,\sin\theta/\Delta$ to equal its value without current, $\ln(2N/\Delta_0)$, for a large cutoff $N$. The same substitution gives
\[
\int_{\theta_N}^{\pi/2}\!\left(\frac1{\sin\theta}-\frac\gamma\Delta\sin^2\theta\right)d\theta\to\ln\frac{2N}{\Delta}-\frac{\pi\gamma}{4\Delta},
\]
because $\theta_N\to\Delta/N$. Thus $\Delta=\Delta_0e^{-\pi z/4}$ with $z=\gamma/\Delta$. Solving the Usadel equation point by point at $z=0.3$ gives $\ln(\Delta/\Delta_0)=-0.23562$, as the formula does.

Now $|A|\propto\sqrt{z\Delta}$ and $|j|=K|A|$ with $K=\pi\sigma_n\Delta(1-4z/3\pi)$. Hence
\[
\frac{d\ln|A|}{dz}=\frac1{2z}-\frac\pi8,\qquad
\frac{d\ln|j|}{dz}=\frac1{2z}-\frac{3\pi}8-\frac4{3\pi-4z}.
\]
The current is largest, at the depairing current, where the second expression vanishes: $z=0.3004$. For changes slow enough that the gap follows, the inductance is proportional to $d|A|/d|j|$, which is $1/K$ times the ratio of the two derivatives. It diverges at the depairing current.

\section*{(h) A photon detector}

\textbf{Question.} A meander has width 100 nm, thickness 5 nm, length 500 $\mu$m, normal resistivity 200 $\mu\Omega\,$cm, gap 1.5 meV and scattering time 1 fs. It works at 2.5 K, at 0.6 of its depairing current, into 50 $\Omega$. Find its inductance and recovery time, and judge the approximations.

\textbf{Solution.} Resistivity over thickness gives $R_\square=400\ \Omega$. The wire has 5000 squares, so $R_n=2.0$ M$\Omega$. From $\chi=\hbar/(2\Delta\tau)=219.4$ follows $\hbar/\Delta=438.8$ fs, and
\[
L_\square=\frac{400\ \Omega\times438.8\ \mathrm{fs}}{\pi}=55.9\ \mathrm{pH},\qquad
L_k=5000\,L_\square=279\ \mathrm{nH},
\]
or $2.81\times10^6$ atomic units. Once the wire is superconducting again, its current $i$ returns to the bias value $I_b$ by $L_k\,di/dt=(I_b-i)R_{\rm load}$. At constant inductance, 63\% has returned after $L_k/R_{\rm load}=5.6$ ns.

The corrections, relative to this $L_k$ and each taken alone, are as follows.
\begin{itemize}
\item Bias, in the zero-temperature model of (g): at 0.6 of depairing $z=0.0472$. The ratio $|A|/|j|$ rises by 5.9\%, and the differential inductance by 20\%.
\item Finite scattering time: $+1.8\%$.
\item Temperature: the gap is 0.9991 of its zero-temperature value, and the inductance rises by 0.28\%.
\item Signal frequency: at 1 GHz, far below the absorption edge at 725 GHz, the rise at zero temperature is about $5\times10^{-5}\,\%$. At 2.5 K thermal quasiparticles change the size and sign of this correction, but it remains negligible.
\item Magnetic inductance: fifty straight 10 $\mu$m segments, taken as uncoupled, add 0.58 nH, or 0.2\%. This is an upper estimate for the segments, since neighbours carry opposite currents and their coupling lowers the total.
\end{itemize}
The current density is uniform across the straight parts, because the magnetic screening length of the film, $2L_\square/\mu_0=89\ \mu$m, far exceeds the width. The usual two-dimensional logarithmic estimate of weak localization gives 3\% for the neglected change of the conductivity. This is only an order of magnitude, because for the free-electron mass the film is several mean free paths thick. The effect of this change on $L_k$ at given $R_n$ is not calculated here.

The parameters are round illustrative values. Of the effects sized here, the bias current has the largest influence in this example. Near the bias point the zero-temperature model of (g) puts the differential inductance at about 336 nH instead of 279 nH, so the last part of the recovery is slower than a constant $L_k$ suggests. Bends, vortices and local variations of the gap, its phase or the thickness are outside the model, and so are films close to localization. The resistance must be read with care: for a 400 $\Omega$ film the Aslamazov--Larkin estimate of the fluctuation conductance, $e^2R_\square/[16\hbar\ln(T/T_c)]$ relative to the normal value, is still about 6\% at $1.1\,T_c$. The remaining printed values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
TESTS (dimensionless)
lattice K from energy differences: 17.738995
lattice K from pair-creation formula: 17.739085
K/K_dirty, hbar/tau = 6 gap, integral: 0.60324
   same, closed form: 0.60324
K/K_dirty, hbar/tau = 400 gap, integral: 0.98093
   same, closed form: 0.98093
Mattis-Bardeen hbar*omega*sigma2/(gap*sigma_n): 3.141593
K(omega)/K(0) at hbar*omega = 0.2 gap, integral: 0.997495
   same, quadratic law: 0.997500
thermal factor at kT = 0.5 gap, integral: 0.76160
   same, tanh law: 0.76159
Usadel integral of sin^2, gamma = 0.3 gap: 1.37078
   same, closed form: 1.37080
Usadel ln(gap/gap0), gamma = 0.3 gap: -0.23562
   same, closed form: -0.23562
EXAMPLE INPUTS
width: 100 nm
thickness: 5 nm
length: 500 um
normal resistivity: 200 uOhm cm
gap: 1.50 meV
scattering time: 1.0 fs
operating temperature: 2.5 K
bias / depairing current: 0.60
load: 50 Ohm
signal frequency: 1.0 GHz
straight segment of meander: 10 um
EXAMPLE RESULTS
sheet resistance: 400.0 Ohm per square
number of squares: 5000
normal resistance: 2.000 MOhm
kinetic inductance per square: 55.87 pH
kinetic inductance of wire: 279.35 nH
   same in atomic units: 2.8112e+06 hbar^2/(e^2 Hartree)
wire inductance from Mattis-Bardeen: 279.35 nH
recovery time L/R: 5.587 ns
current recovered after L/R: 0.6321 of bias
BCS critical temperature: 9.87 K
gap frequency 2*gap/h: 725.4 GHz
NEGLECTED EFFECTS
chi = hbar/(2 gap tau): 219.4
rise of L from finite scattering time: 1.80 %
gap(T)/gap(0): 0.99911
rise of L from temperature: 0.280 %
rise of L from signal frequency: 4.8e-05 %
gamma/gap at depairing current: 0.3004
gamma/gap at bias: 0.0472
rise of A/j at bias: 5.90 %
rise of differential L at bias: 20.27 %
magnetic inductance, segments uncoupled: 0.580 nH
magnetic / kinetic: 0.208 %
thin-film screening length 2 L_sq/mu0: 88.9 um
weak-localization scale (rough): 3.0 %
\end{verbatim}
